**Free-molecular heat conduction between parallel plates in argon**

For fully accommodating plates near temperature \(T\), the program tests \(h=p\sqrt{2k/(\pi mT)}\), where \(h\) is the heat flux per kelvin of plate temperature difference, \(p\) the pressure on a plate, \(m\) the atomic mass and \(k\) Boltzmann's constant. At 1 Pa and 300 K the output gives 0.6646 W/(m² K). The striking rate and the energy \(2kT\) per crossing atom are asserted against integrals over the Maxwell distribution. The flux formula for arbitrary plate temperatures is asserted against randomly sampled atoms at 400 K and 200 K, which give 134.98 W/m² against 134.86 W/m² from the formula. Further assertions cover the number of collisions per crossing, the factor for partial accommodation, the radiative coefficients and the fraction of atoms lost at the edges. The output shows 0.028 collisions per crossing for a gap of 0.10 mm. It also shows that radiation between black plates is about nine times the gas conduction, while between polished plates of emissivity 0.03 it is 14 % of it.

## Numerical verification

```python
"""
Free-molecular heat conduction between parallel plates in argon.

Result under test: for fully accommodating plates close to temperature T,
    h = p*sqrt(2*k/(pi*m*T))   (about 0.66 W/m2K at 1 Pa and 300 K),
and for any plate temperatures T1 > T2,
    q = p*sqrt(8*k/(pi*m))*(sqrt(T1)-sqrt(T2)).
p: normal pressure on a plate, m: atomic mass, k: Boltzmann constant,
q: heat flux, h: heat flux per kelvin of plate temperature difference.
Also tested: collisions per crossing, partial accommodation,
radiation between the plates, and atoms lost at the plate edges.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

k = const.k
rng = np.random.default_rng(12345)

# Inputs of the example
mass_u = 39.95            # argon atomic mass
m = mass_u * const.atomic_mass
p = 1.0                   # Pa
T = 300.0                 # K
T_hot, T_cold = 305.0, 295.0
gap = 1.0e-4              # m
side = 2.0e-2             # m, square plates
diameter = 0.36e-9        # m, rough hard-sphere size of argon
alpha = 0.8               # rough accommodation coefficient
emissivity = 0.03         # rough value for polished metal


def flux_formula(pressure, T1, T2):
    return pressure * np.sqrt(8 * k / (np.pi * m)) * (np.sqrt(T1) - np.sqrt(T2))


# Derived formulas
v_mean = np.sqrt(8 * k * T / (np.pi * m))
n = p / (k * T)
strike_rate = p / np.sqrt(2 * np.pi * m * k * T)
h_gas = p * np.sqrt(2 * k / (np.pi * m * T))

# Test: striking rate and energy per crossing atom from the Maxwellian
s = np.sqrt(k * T / m)    # thermal speed unit


def maxwell(u):           # density in velocity space, velocities in units of s
    return np.exp(-u * u / 2) / (2 * np.pi) ** 1.5


angle = quad(lambda th: 2 * np.pi * np.sin(th) * np.cos(th), 0, np.pi / 2)[0]
rate_num = n * s * angle * quad(lambda u: u**3 * maxwell(u), 0, 15)[0]
power_num = (n * s * angle * 0.5 * m * s**2
             * quad(lambda u: u**5 * maxwell(u), 0, 15)[0])
energy_num = power_num / rate_num
assert abs(rate_num / strike_rate - 1) < 1e-7
assert abs(rate_num / (n * v_mean / 4) - 1) < 1e-7
assert abs(energy_num / (2 * k * T) - 1) < 1e-7


# Test: sampled atoms shuttling between plates at very different temperatures
def emitted(temp, count):
    """Velocities of atoms leaving a plate, weighted by normal flux."""
    unit = np.sqrt(k * temp / m)
    vx = unit * rng.standard_normal(count)
    vy = unit * rng.standard_normal(count)
    vz = unit * np.sqrt(2 * rng.standard_exponential(count))
    return vx, vy, vz


count = 2_000_000
T1_test, T2_test = 400.0, 200.0
a = emitted(T1_test, count)
b = emitted(T2_test, count)
heat_cycle = 0.5 * m * (np.mean(a[0]**2 + a[1]**2 + a[2]**2)
                        - np.mean(b[0]**2 + b[1]**2 + b[2]**2))
impulse_cycle = m * (np.mean(a[2]) + np.mean(b[2]))
q_sampled = p * heat_cycle / impulse_cycle
q_test = flux_formula(p, T1_test, T2_test)
q_linear_test = h_gas * (T1_test - T2_test)
# statistical error of the sampled flux is about 0.1 percent
assert abs(q_sampled / q_test - 1) < 0.006
assert abs(q_sampled / q_linear_test - 1) > 0.008

# Test: small-difference coefficient is the limit of the general flux
h_difference = flux_formula(p, T + 0.01, T - 0.01) / 0.02
assert abs(h_difference / h_gas - 1) < 1e-6

# Test: collisions per crossing from relative speed and crossing time
mean_free_path = k * T / (np.sqrt(2) * np.pi * diameter**2 * p)
collisions = 2 * gap / mean_free_path
relative = s * (rng.standard_normal((3, 1_000_000))
                - rng.standard_normal((3, 1_000_000)))
speed_relative = np.mean(np.sqrt(np.sum(relative**2, axis=0)))
collision_rate = n * np.pi * diameter**2 * speed_relative
crossing_time = (gap / s * quad(lambda u: np.exp(-u * u / 2), 0, 15)[0]
                 / quad(lambda u: u * np.exp(-u * u / 2), 0, 15)[0])
assert abs(crossing_time / (2 * gap / v_mean) - 1) < 1e-7
assert abs(collision_rate * crossing_time / collisions - 1) < 0.004

# Test: partial accommodation by following bouncing atoms (energies in K)
factor_alpha = alpha / (2 - alpha)
atoms = 200_000


def hit_plate(energy, temp):
    fresh = temp * (rng.standard_exponential(atoms)
                    + rng.standard_exponential(atoms))
    return np.where(rng.random(atoms) < alpha, fresh, energy)


energy = np.full(atoms, 2 * T)
received = []
for cycle in range(50):
    energy = hit_plate(energy, T1_test)
    after = hit_plate(energy, T2_test)
    if cycle >= 10:
        received.append(np.mean(energy - after))
    energy = after
factor_sampled = np.mean(received) / (2 * (T1_test - T2_test))
assert abs(factor_sampled / factor_alpha - 1) < 0.008
h_partial = h_gas * factor_alpha


# Test: radiation from the Planck spectrum and from repeated reflections
def exitance(temp):
    scale = k * temp / const.h
    integral = quad(lambda x: x**3 / np.expm1(x), 0, 60, epsabs=1e-12)[0]
    return 2 * np.pi * const.h / const.c**2 * scale**4 * integral


h_black = 4 * const.sigma * T**3
h_black_num = exitance(T + 0.5) - exitance(T - 0.5)
assert abs(h_black_num / h_black - 1) < 1e-5
factor_grey = emissivity / (2 - emissivity)
bounces = np.arange(2000)
grey_sum = np.sum(emissivity**2 * (1 - emissivity) ** (2 * bounces))
assert abs(grey_sum / factor_grey - 1) < 1e-9
h_grey = h_black * factor_grey

# Test: atoms that miss the opposite plate
edge_loss = 2 * gap / side
x_end = side * rng.random(count) + gap * a[0] / a[2]
y_end = side * rng.random(count) + gap * a[1] / a[2]
missed = np.mean((x_end < 0) | (x_end > side) | (y_end < 0) | (y_end > side))
# counting error is about 0.7 percent; next order in gap/side is similar
assert abs(missed / edge_loss - 1) < 0.04

q_example = flux_formula(p, T_hot, T_cold)
q_linear = h_gas * (T_hot - T_cold)
thermal_length = const.hbar * const.c / (k * T)

print(f"Argon atomic mass: {mass_u:.2f} u = {m:.4e} kg")
print(f"Pressure: {p:.1f} Pa = {p / const.torr * 1e3:.2f} mTorr")
print(f"Mean plate temperature: {T:.0f} K")
print(f"Plate temperatures: {T_hot:.0f} K and {T_cold:.0f} K")
print(f"Gap: {gap * 1e3:.2f} mm; plate side: {side * 1e3:.0f} mm")
print(f"Number density: {n:.4e} m^-3")
print(f"Mean speed: {v_mean:.1f} m/s")
print(f"Striking rate, formula: {strike_rate:.4e} m^-2 s^-1")
print(f"Striking rate, quadrature: {rate_num:.4e} m^-2 s^-1")
print(f"Energy per crossing atom / kT, quadrature: {energy_num / (k * T):.6f}")
print(f"Energy per crossing atom, 2kT: {2 * k * T:.4e} J")
print(f"Gas coefficient h: {h_gas:.4f} W/(m^2 K)")
print(f"Gas coefficient h: {h_gas * 0.1:.4f} mW/(cm^2 K)")
print(f"Wrong h if 3kT/2 were used: {0.75 * h_gas:.4f} W/(m^2 K)")
print(f"Heat flux in the example: {q_example:.4f} W/m^2")
print(f"Relative error of h*(T1-T2): {q_linear / q_example - 1:.2e}")
print(f"Test at {T1_test:.0f} K and {T2_test:.0f} K:")
print(f"  flux from sampled atoms: {q_sampled:.2f} W/m^2")
print(f"  flux from general formula: {q_test:.2f} W/m^2")
print(f"  flux from h at {T:.0f} K: {q_linear_test:.2f} W/m^2")
print(f"Atomic diameter (rough): {diameter * 1e9:.2f} nm")
print(f"Mean free path: {mean_free_path * 1e3:.2f} mm")
print(f"Mean free path / gap: {mean_free_path / gap:.0f}")
print(f"Mean crossing time: {crossing_time * 1e6:.3f} us")
print(f"Collisions per crossing, 2L/lambda: {collisions:.4f}")
print(f"Accommodation coefficient (rough): {alpha:.2f}")
print(f"Accommodation factor, formula: {factor_alpha:.4f}")
print(f"Accommodation factor, bouncing atoms: {factor_sampled:.4f}")
print(f"h with partial accommodation: {h_partial:.3f} W/(m^2 K)")
print(f"Radiative h, black plates: {h_black:.3f} W/(m^2 K)")
print(f"Radiative h (black) / gas h: {h_black / h_gas:.2f}")
print(f"Emissivity of polished metal (rough): {emissivity:.2f}")
print(f"Radiative h, polished plates: {h_grey:.4f} W/(m^2 K)")
print(f"Radiative h (polished) / gas h: {h_grey / h_gas:.3f}")
print(f"Thermal length hbar*c/(kT): {thermal_length * 1e6:.2f} um")
print(f"Edge loss, 2L/W: {edge_loss * 100:.2f} %")
print(f"Edge loss, traced atoms: {missed * 100:.2f} %")
print("verified")
```

Printed output:

```
Argon atomic mass: 39.95 u = 6.6339e-26 kg
Pressure: 1.0 Pa = 7.50 mTorr
Mean plate temperature: 300 K
Plate temperatures: 305 K and 295 K
Gap: 0.10 mm; plate side: 20 mm
Number density: 2.4143e+20 m^-3
Mean speed: 398.7 m/s
Striking rate, formula: 2.4067e+22 m^-2 s^-1
Striking rate, quadrature: 2.4067e+22 m^-2 s^-1
Energy per crossing atom / kT, quadrature: 2.000000
Energy per crossing atom, 2kT: 8.2839e-21 J
Gas coefficient h: 0.6646 W/(m^2 K)
Gas coefficient h: 0.0665 mW/(cm^2 K)
Wrong h if 3kT/2 were used: 0.4984 W/(m^2 K)
Heat flux in the example: 6.6459 W/m^2
Relative error of h*(T1-T2): -3.47e-05
Test at 400 K and 200 K:
  flux from sampled atoms: 134.98 W/m^2
  flux from general formula: 134.86 W/m^2
  flux from h at 300 K: 132.91 W/m^2
Atomic diameter (rough): 0.36 nm
Mean free path: 7.19 mm
Mean free path / gap: 72
Mean crossing time: 0.502 us
Collisions per crossing, 2L/lambda: 0.0278
Accommodation coefficient (rough): 0.80
Accommodation factor, formula: 0.6667
Accommodation factor, bouncing atoms: 0.6675
h with partial accommodation: 0.443 W/(m^2 K)
Radiative h, black plates: 6.124 W/(m^2 K)
Radiative h (black) / gas h: 9.22
Emissivity of polished metal (rough): 0.03
Radiative h, polished plates: 0.0933 W/(m^2 K)
Radiative h (polished) / gas h: 0.140
Thermal length hbar*c/(kT): 7.63 um
Edge loss, 2L/W: 1.00 %
Edge loss, traced atoms: 0.99 %
verified
```
